Large-s exchange enhancement and the exchange-only binding of two hydrogen molecules

Q: I computed two hydrogen molecules with exchange but no correlation. LDA and PBE gave a well, B88 gave a steep wall. Closed shells without correlation should repel. What does the well mean?

A: Closed shells with permanent multipoles can attract electrostatically in some orientations, so the test is whether exact exchange also gives a well. In the crossed geometry used below it gives none at the distances scanned, and the well is an error of the exchange functional. Dispersion is a correlation effect, so it is absent here. The reference is Hartree-Fock (HF), which treats exchange exactly for a single determinant and also omits dispersion.

To isolate the functional, keep the HF density and replace only the exchange energy:

E_F = E_HF − E_x^HF + E_x^F[n_HF].

All curves then share the same kinetic and electrostatic energies. A self-consistent calculation would also change the density, which I leave out. For unpolarized spins, in hartree atomic units, a generalized gradient approximation (GGA) reads

E_x^F[n] = −A ∫ n^(4/3) F(s) d³r, A = (3/4)(3/π)^(1/3),

s = |∇n| / (c n^(4/3)), c = 2(3π²)^(1/3).

LDA has F = 1. The number s measures how fast the density varies on its own local length scale. In a tail n ~ e^(−kr) the gradient is kn, so s = k/(c n^(1/3)), which grows without limit as the density falls.

Q: Why would LDA attract?

A: Let a and b be the densities of the two molecules at one point. Since a + b exceeds both a and b,

(a+b)^(4/3) = a(a+b)^(1/3) + b(a+b)^(1/3) > a^(4/3) + b^(4/3).

The minus sign in E_x turns this into a lowering of the energy wherever the densities overlap. Define the overlap part of exchange, with both fragment densities frozen:

E_ov = E_x[n_A+n_B] − E_x[n_A] − E_x[n_B].

For LDA it is negative at every distance. Whether it beats the Pauli repulsion is a separate question, which needs decay rates.

Q: And the gradient correction works against it?

A: At the midpoint, yes; the integrated effect can go either way. Before the molecules meet, each tail has a large s and is enhanced by F(s). At the midpoint the two gradients are opposite and cancel, so the combined density has s = 0 there. With density n and reduced gradient s_f from each fragment, the change in exchange energy density at the midpoint is

−A[(2n)^(4/3) F(0) − 2n^(4/3) F(s_f)] = 2A n^(4/3)[F(s_f) − 2^(1/3) F(0)].

I used (2n)^(4/3) = 2·2^(1/3) n^(4/3). With F(0) = 1 the midpoint contribution is repulsive when F(s_f) > 1.26.

At a center distance of 7 bohr, s_f = 5.28. PBE has F = 1.57 already at s = 3, so its midpoint is repulsive. Yet PBE binds. One point cannot settle the sign; we must integrate across the overlap region.

Q: Can that be done without a computer?

A: For a power law, F = s^p, it can. First treat the tails as planar, which is the leading approximation near the axis at large separation. Put the midplane at z = 0, let u = kz, and call the total midplane density n_m:

n_A = ½ n_m e^(−u), n_B = ½ n_m e^(u), n_A + n_B = n_m cosh u.

The derivative of the sum is k n_m sinh u, so

s = s_m |sinh u| / cosh^(4/3) u, s_m = k/(c n_m^(1/3)).

For one fragment, s = s_m (½e^(±u))^(−1/3). Now insert F = s^p. The combined density gives

n^(4/3) s^p = n_m^(4/3) s_m^p cosh^(4/3−4p/3) u |sinh u|^p.

Writing |sinh u|^p = |tanh u|^p cosh^p u makes the power of cosh equal to 4/3 − 4p/3 + p = (4−p)/3. Call it q. Each fragment gives (½e^(±u))^(4/3−p/3) = (½e^(±u))^q, and the two add to 2^(1−q) cosh(qu). With dz = du/k, the overlap energy per unit area is

E_ov/area = −(A/k) n_m^(4/3) s_m^p I(p),

I(p) = ∫_(−∞)^(∞) [cosh^q u |tanh u|^p − 2^(1−q) cosh(qu)] du.

Positive I means attraction. At large u the growing exponentials cancel, and what remains decays as e^((q−2)u) and e^(−qu). The integral converges for 0 < q < 2 together with p > −1 (needed at u = 0), which covers the exponents 0 ≤ p ≤ 1 needed here.

Q: That integral looks like a difference of two infinite ones.

A: It is, and analytic continuation handles it. Hold p fixed and treat q as an independent variable for a moment. By symmetry I is twice the integral over u > 0. Split off the growing exponential:

G(q) = ∫_0^∞ [cosh^q u tanh^p u − 2^(−q) e^(qu)] du.

This converges, and is analytic, for all q < 2. For q < 0 its two terms can be integrated separately. In the first, set t = tanh² u. Then cosh^q u = (1−t)^(−q/2) and du = dt/[2t^(1/2)(1−t)], so

∫_0^∞ cosh^q u tanh^p u du = ½ ∫_0^1 t^((p−1)/2) (1−t)^(−q/2−1) dt = ½ B((p+1)/2, −q/2),

with B the beta function. The second term is ∫_0^∞ 2^(−q)e^(qu) du = −2^(−q)/q. Therefore

G(q) = ½ B((p+1)/2, −q/2) + 2^(−q)/q.

Both sides are analytic up to q = 2, because the poles at q = 0 cancel on the right. The equality therefore extends to 0 < q < 2. There we still have to subtract the decaying exponential, ∫_0^∞ 2^(−q)e^(−qu) du = 2^(−q)/q. It removes the last term of G, and

I = 2[G − 2^(−q)/q] = B((p+1)/2, −q/2).

Write B(x,y) = Γ(x)Γ(y)/Γ(x+y) and restore q = (4−p)/3. The denominator has argument (p+1−q)/2 = (3p+3−4+p)/6, so

I(p) = Γ((p+1)/2) Γ(−q/2) / Γ((4p−1)/6).

Q: Where is the sign hidden?

A: In the denominator. Γ(−q/2) is negative because q/2 lies between 0 and 1, and Γ((p+1)/2) is positive. For 0 ≤ p < 1/4 the argument (4p−1)/6 lies between −1/6 and 0, where Γ is negative, so I > 0: attraction. For p > 1/4 the argument is positive, so I < 0: repulsion. At p = 1/4 the denominator has a pole and I vanishes.

The values are I(0) = 1.052, I(2/5) = −0.504 and I(1) = −2.000. Direct quadrature of the defining integral confirms the formula in a test at five exponents.

Q: Molecules are not planar slabs. What survives in three dimensions?

A: Take spherical tails first. On the midplane, at distance ρ from the axis, each center is √(R²/4+ρ²) ≈ R/2 + ρ²/R away. The density there is reduced by e^(−kρ²/R), and the integrand contains its qth power. The overlap disc has effective area

∫_0^∞ 2πρ e^(−qkρ²/R) dρ = πR/(qk).

Multiplying by the energy per area gives, to leading order at large R,

E_ov ≈ −A n_m^(4/3) s_m^p I(p) πR/(qk²).

Since s_m^p is proportional to n_m^(−p/3), the density enters as n_m^q. With n_m ~ e^(−kR/2), E_ov decays as e^(−qkR/2), apart from powers of R. Near one nucleus the other tail is a small addition of order e^(−kR), which changes the energy linearly. That is smaller because q < 2, so the midplane dominates.

The approach to this limit is slow. Off the axis the gradients are not antiparallel: their components along the axis cancel, but their transverse components add. The transverse fraction of each gradient is ρ/(R/2) to leading order. The disc weight gives a mean ρ² of R/(qk), so the mean squared fraction is 4/(qkR).

Our molecules at R = 7 bohr have n_A = 3.08·10⁻⁴ bohr⁻³ at the midpoint, hence

k = s_f c n_A^(1/3) = 5.28 × 6.19 × 0.0675 ≈ 2.2 bohr⁻¹, kR ≈ 15.

For q = 4/3 the mean squared fraction is 4/(1.33×15) ≈ 0.2, so the transverse fraction is about 0.45. Much of the gradient survives off the axis. Less enhancement is lost than in the planar model. For spherical tails and a power-law F, the overlap is more attractive than the planar integral says. Two-center integration for spherical exponentials shows the same trend: at p = 1/4 the scaled integral is +0.082 for kR = 100 and +0.005 for kR = 10000, against a limit of zero.

Q: Now place the functionals on this scale. PBE first.

A: PBE saturates: F tends to 1.804, so its large-s exponent is p = 0. Far out it must behave like LDA with a larger prefactor. At finite s_m there is a hole in the enhancement around the midplane. With κ = 0.804, μ = 0.2195 and s ≈ s_m|u|, the missing part is

∫ κ du/(1 + μs_m²u²/κ) = πκ^(3/2)/(μ^(1/2) s_m) ≈ 4.8/s_m.

The planar integral with the full F in place of s^p, called J, is then roughly 1.804×1.052 − 4.8/s_m for large s_m. At s_m = 30 this gives 1.74, and the full planar integral is 1.67. At s_m = 3 the estimate no longer applies; the full integral is 0.09, against 1.05 for LDA. So PBE cancels much of the LDA attraction at short range and loses that cancellation as s_m rises.

B88 grows as s/ln s. Its effective exponent d ln F/d ln s is already 0.49 at s = 3 and 0.59 at s = 6, well above 1/4. Its planar integral is −0.75 at s_m = 3 and −2.16 at s_m = 6, so it repels.

Q: I was told that growth as s^(2/5) follows Hartree-Fock. But 2/5 is also above 1/4.

A: The statement needs correcting. The functionals meant are PW86 exchange and its refit rPW86, both of which grow as s^(2/5) at very large s. I use the refit:

F = (1 + 1.851s² + 17.33s⁴ + 0.163s⁶)^(1/15).

The last term does give s^(6/15) = s^(2/5), but it overtakes the s⁴ term only at s = √(17.33/0.163) ≈ 10. At s = 3 the terms in s², s⁴ and s⁶ are 17, 1404 and 119. The s⁴ term rules, and F grows roughly as s^(4/15), with 4/15 = 0.267. The full effective exponent is 0.275 at s = 3 and 0.300 at s = 6. That is close to the critical 1/4, so the planar overlap nearly cancels: J = −0.006 at s_m = 3 and −0.08 at s_m = 4.

Q: Let me see the molecules.

A: Each H₂ has a bond length of 1.40 bohr. The bonds are perpendicular to each other and to the line joining the centers, whose length is R. The basis is aug-cc-pVTZ, and each separate molecule is computed in the basis of the pair. The interaction energies in microhartree are:

R = 6 bohr: HF +274, LDA −96, PBE +117, B88 +865, rPW86 +277.
R = 7 bohr: HF +49, LDA −71, PBE −49, B88 +296, rPW86 +48.
R = 8 bohr: HF +11, LDA −27, PBE −31, B88 +113, rPW86 +13.

The lowest scanned points are −97 microhartree (−2.6 meV) at 6.5 bohr for LDA and −49 microhartree (−1.3 meV) at 7 bohr for PBE. Both have higher neighbors on either side. HF, B88 and rPW86 are positive at all six distances. From 7 bohr outward the mean absolute deviation from HF is 59 microhartree for LDA, 56 for PBE, 137 for B88 and 1.4 for rPW86. The last figure is below what this basis set resolves. At R = 7 bohr, going to aug-cc-pVQZ shifts HF by +0.4, LDA by +3, PBE by −0.2, B88 by −8 and rPW86 by −2 microhartree, so the rPW86 deviation from HF there grows from about −1 to about −3; a coarser integration grid moves the GGA values by about 0.5. Tenths of a microhartree quoted below serve only the arithmetic. The gap between rPW86 and the other three functionals is far larger than these shifts.

Q: So the overlap part of rPW86 is zero, and that is why it works?

A: No, and the numbers are instructive here. At R = 7 bohr its overlap part is −40.5 microhartree, not zero and not the slight repulsion of the planar model. The transverse gradients push it in this direction. To see why the total is still right, split the deviation from HF:

E_F − E_HF = E_ov^F + D_F,

D_F = (E_x^F[n_AB] − E_x^F[n_A+n_B]) − ΔE_x^HF.

Here n_AB is the true HF density of the pair, and ΔE_x^HF is the change in HF exchange on forming it. The bracket is the functional's response to the deformation of the density on forming the pair, which comes from the Pauli principle and from mutual polarization. At R = 7 bohr, in microhartree, D_F = (E_F − E_HF) − E_ov^F gives:

LDA: (−70.6 − 49.3) + 170.8 = +50.9.
PBE: (−49.3 − 49.3) + 141.8 = +43.2.
B88: (296.4 − 49.3) − 212.8 = +34.3.
rPW86: (48.2 − 49.3) + 40.5 = +39.4.

D_F varies by 17 microhartree across the four functionals, while E_ov varies by 384. The spread between the curves therefore comes mostly from overlap. Following HF at this distance requires an overlap part of about −40 microhartree, which is weak attraction, and rPW86 supplies it. Its close agreement rests on a balance of two terms and is not guaranteed by the 1/4 rule. The rule explains why its overlap part is small compared with −171 for LDA and +213 for B88.

Q: These functionals also differ at small s. How do you know that large s is responsible?

A: Change F above s = 2 and leave it alone below. First take rPW86 and hold F constant above s = 2, so that its large-s exponent becomes zero. At R = 7 bohr the energy goes from +48 to −135 microhartree. The repulsive curve has become a binding one. Its lowest scanned point, −246 microhartree, is at the inner end of the scan, so the bottom of that well is not located.

Then take PBE and continue it above s = 2 as s^(2/5). At R = 7 bohr the energy goes from −49 to +144 microhartree, and the curve is positive at all six distances. So growth at large s decides whether these functionals bind. The second change also shows that a 2/5 power starting at s = 2 does not follow HF: +144 is nearly three times the HF value of +49.

Q: Could I have picked the right functional from the exchange energy of one molecule?

A: Not in this example. For one H₂, HF exchange is −0.6585 hartree. B88 gives −0.6555, an error of 0.0031 hartree and the smallest of the four functionals, yet it has the largest mean deviation in the interaction. The rPW86 value is −0.6657, an error of 0.0072 hartree, or 7200 microhartree. Most of that error is the same in the pair and in the separate molecules, and it cancels. The interaction probes the low-density tails, which carry little of a molecule's total exchange energy.

Q: Does rPW86 stay right if I pull the molecules further apart?

A: No. The HF repulsion from overlap is of second order in the orbital overlap S. The orbitals decay as e^(−kr/2), so S ~ e^(−kR/2) and S² ~ e^(−kR), up to powers of R. The GGA overlap part decays as e^(−qkR/2), which is slower for q < 2. For a true 2/5 power, q = 6/5 and the decay is e^(−0.6kR). Its spurious repulsion must eventually exceed the HF overlap repulsion.

The scan stops too early to show this clearly. At R = 9 bohr the rPW86 overlap part is +1.5 microhartree and the total is +6.0 against +3.9 for HF. Differences of one or two microhartree are no larger than the basis-set shift of rPW86 at 7 bohr, and most of the HF value at this distance is electrostatic repulsion between the quadrupoles of the two molecules.

The same comparison explains the wells. With p = 0, q = 4/3, and the spurious attraction decays as e^(−2kR/3). For spherical fragments it must therefore win over the e^(−kR) repulsion at large R, for LDA and PBE alike. PBE, with its larger limiting F, should in the end attract more than LDA. At 8 bohr it already does, with −31 against −27 microhartree.

Q: For spherical fragments, you say. Mine are not.

A: Each H₂ has a quadrupole moment, and the interaction of two quadrupoles falls as R⁻⁵. A power law outlasts every exponential, so at very large R every curve goes over into an R⁻⁵ tail. Its coefficient is not the HF one: the linear response of one H₂ to a field gradient puts it roughly 20 to 30 percent below HF for the four functionals used here. E_F is not stationary at the HF density, so the polarization of each molecule by the field gradient of the other, itself of order R⁻⁵, changes E_x^F − E_x^HF at first order. The 1/4 rule concerns the overlap part of exchange. It fixes the sign of the total only where that part dominates.

Q: Could I still use the PBE well as a cheap stand-in for dispersion?

A: It has the wrong distance dependence. Dispersion between neutral molecules falls as R⁻⁶ at long range, before retardation matters. From 8 to 9 bohr this leading term alone is reduced by (9/8)⁶ ≈ 2.0; the R⁻⁸ and higher terms steepen the fall somewhat, and the MP2 correlation part of the interaction in this basis drops by about 2.1. The PBE energy falls from −31.4 to −11.1 microhartree, a factor of 2.8, and the LDA energy by 3.6. These wells come from density overlap and disappear with it.

If you add a dispersion term to PBE exchange, you add it to an attraction that is already there for the wrong reason. With B88, part of the dispersion term is spent on removing excess repulsion. An exchange functional close to HF in the overlap region leaves the dispersion term to describe dispersion. The correlation functional used with it makes its own contribution at these distances, which the present numbers do not include. The numerical output below gives the full set of distances and functionals.

Computed results

```
Planar overlap integral I(p), positive = attraction
p=0.0000 formula +1.05164 quadrature +1.05164 3D kR=100 +1.0811 kR=10000 +1.0519
p=0.2500 formula -0.00000 quadrature -0.00000 3D kR=100 +0.0818 kR=10000 +0.0045
p=0.2667 formula -0.05992 quadrature -0.05992 3D kR=100 +0.0233 kR=10000 -0.0554
p=0.4000 formula -0.50442 quadrature -0.50442 3D kR=100 -0.4161 kR=10000 -0.5003
p=1.0000 formula -2.00000 quadrature -2.00000 3D kR=100 -1.9443 kR=10000 -1.9986
Planar overlap integral J(s_m) of each functional, positive = attraction
s_m= 2.0 LDA +1.052 PBE +0.104 B88 -0.161 rPW86 +0.106
s_m= 3.0 LDA +1.052 PBE +0.089 B88 -0.747 rPW86 -0.006
s_m= 4.0 LDA +1.052 PBE +0.251 B88 -1.259 rPW86 -0.079
s_m= 6.0 LDA +1.052 PBE +0.627 B88 -2.157 rPW86 -0.201
s_m=30.0 LDA +1.052 PBE +1.667 B88 -10.528 rPW86 -1.350
Enhancement factor F and effective exponent dlnF/dlns
s=  3.0 PBE 1.571/0.210 B88 1.756/0.485 rPW86 1.631/0.275
s=  6.0 PBE 1.730/0.078 B88 2.555/0.592 rPW86 1.989/0.300
s= 10.0 PBE 1.776/0.031 B88 3.512/0.652 rPW86 2.336/0.331
s=100.0 PBE 1.804/0.000 B88 19.861/0.828 rPW86 5.595/0.399
H2 bond length 1.40 bohr, basis aug-cc-pvtz, crossed geometry
Exchange energy of one H2 (hartree): LDA -0.56686 PBE -0.64716 B88 -0.65545 rPW86 -0.66572 capped -0.66243 grafted -0.64943 HF -0.65851
Midpoint: R (bohr), nA+nB (bohr^-3), s of one fragment, s_m
R=6.0 n=1.880e-03 s_fragment=3.76 s_m=2.98
R=6.5 n=1.068e-03 s_fragment=4.49 s_m=3.56
R=7.0 n=6.155e-04 s_fragment=5.28 s_m=4.19
R=7.5 n=3.614e-04 s_fragment=6.14 s_m=4.87
R=8.0 n=2.156e-04 s_fragment=7.11 s_m=5.65
R=9.0 n=7.826e-05 s_fragment=9.81 s_m=7.78
Interaction energy (microhartree), exchange only, HF densities
R=6.0 HF +274.3 LDA -95.7 PBE +116.9 B88 +864.7 rPW86 +276.6 capped -245.6 grafted +562.2
R=6.5 HF +114.7 LDA -97.0 PBE -19.6 B88 +498.0 rPW86 +112.2 capped -202.7 grafted +280.5
R=7.0 HF +49.3 LDA -70.6 PBE -49.3 B88 +296.4 rPW86 +48.2 capped -134.8 grafted +143.9
R=7.5 HF +22.4 LDA -45.0 PBE -44.2 B88 +181.1 rPW86 +23.1 capped -82.0 grafted +76.7
R=8.0 HF +11.1 LDA -26.5 PBE -31.4 B88 +112.6 rPW86 +13.0 capped -47.0 grafted +42.5
R=9.0 HF +3.9 LDA -7.4 PBE -11.1 B88 +44.2 rPW86 +6.0 capped -13.0 grafted +14.3
Overlap part of exchange, frozen fragments (microhartree)
R=6.0 LDA -637.4 PBE -372.6 B88 +409.3 rPW86 -202.0 capped -753.5 grafted +92.1
R=6.5 LDA -329.7 PBE -232.3 B88 +303.3 rPW86 -93.7 capped -422.7 grafted +78.4
R=7.0 LDA -170.8 PBE -141.8 B88 +212.8 rPW86 -40.5 capped -229.5 grafted +56.7
R=7.5 LDA -88.7 PBE -84.9 B88 +144.6 rPW86 -15.6 capped -123.2 grafted +38.5
R=8.0 LDA -46.2 PBE -49.8 B88 +96.1 rPW86 -4.6 capped -65.5 grafted +25.0
R=9.0 LDA -12.4 PBE -15.7 B88 +39.9 rPW86 +1.5 capped -17.6 grafted +9.9
Mean absolute deviation from HF, R >= 7 bohr (microhartree): LDA 59.0 PBE 55.7 B88 136.9 rPW86 1.4
Lowest scanned point LDA: R=6.5 bohr, -97.0 microhartree
Lowest scanned point PBE: R=7.0 bohr, -49.3 microhartree
Lowest scanned point capped: R=6.0 bohr, -245.6 microhartree
```
